The charging gap of a metal sphere and its derivative discontinuity

**1. A gap that the orbital energies do not show**

A sphere of 49 electrons, computed in the local density approximation, has ionization energy I = 3.827 eV and electron affinity A = 2.121 eV. The difference is 1.706 eV. Yet its highest occupied shell is partly filled, so the next electron enters the same level from which an electron is removed. The orbital gap is zero. Where do the 1.7 eV come from, and why are they absent from the orbital energies?

The sphere is jellium: the ions are replaced by a uniform positive background of radius R. The density parameter is r_s = 4 bohr, a round model value, and R = r_s N^(1/3) for N electrons. The calculation uses Dirac exchange and Wigner correlation, is spin-unpolarized, and averages the open shell over angles. It omits ionic structure, shape distortion and spin polarization, and is not an exact reference. The radial mesh step is 0.1 bohr. Refining it raises I, A and the binding of the frontier level by about 0.0005 eV, which can change their last digit, and leaves I − A unchanged to the digits shown.

Formulas below are in Hartree atomic units. The number of added electrons is q, so q = +1 is the anion and q = −1 the cation. With E(q) the ground-state energy,

I = E(−1) − E(0),
A = E(0) − E(1),
I − A = E(1) + E(−1) − 2E(0).

The sphere is isolated in vacuum, and R is much larger than the screening length.

**2. Leading order: the charging energy**

Let Q(r) be the excess charge, counted in electrons, inside radius r. By Gauss's law the field has magnitude |Q(r)|/r². The field energy density is the field squared over 8π, and a shell has volume 4πr² dr, so

U = ∫₀^∞ [Q(r)²/r⁴]/(8π) · 4πr² dr = ∫₀^∞ Q(r)²/(2r²) dr.

Outside the sphere Q(r) = q is fixed. The inside contributes a non-negative amount, which vanishes when Q(r) = 0 for all r < R. The minimum therefore has all excess charge on the surface:

U = (q²/2) ∫_R^∞ dr/r² = q²/(2R).

An angular dependence of the charge would not help. Fields of different multipoles have cross terms that integrate to zero over angles, so each further multipole adds positive energy.

Adding electrons also changes the energy in proportion to q, because each electron is bound to the metal:

E(q) = E(0) − μ̄q + q²/(2R), with μ̄ = W + c/R.

Here W is the work function of the bulk metal with a flat surface, and c stands for the leading smooth size dependence of the binding. Shell structure, which adds variations from one size to the next, is left out here. Setting q = −1 and q = +1 gives

I = μ̄ + 1/(2R),
A = μ̄ − 1/(2R),
I − A = 1/R.

Both W and c cancel, so the gap needs no knowledge of the material at this order. In ordinary units it is e²/(4πε₀R). For N = 8000 the radius is 4 · 20 = 80 bohr, or 4.233 nm, and

I − A ≈ 1.4400 eV nm / 4.233 nm = 0.340 eV.

As R → ∞ the gap closes and both I and A tend to W, as they must for a bulk metal.

**3. First correction: where the added charge sits**

The classical surface is sharp, whereas electrons spill out beyond the background edge. To find the effect, describe the integer charge states by a smooth energy curve E(q) with slope μ(q) = dE/dq, and neglect shell structure for the moment.

Several screening lengths below the surface the metal stays neutral at its bulk density. There μ is the sum of a bulk part, fixed by that density, and the electrostatic potential energy of an electron. Adding charge dq leaves the bulk part unchanged, so μ moves with the interior potential alone.

Let f(r) = ∂n/∂q be the density of the added charge, normalized by ∫4πr² f dr = 1. A thin shell of radius r carrying unit charge produces the constant potential 1/r in its interior. Hence

dμ/dq = ∫ 4πr² f(r) (1/r) dr = ⟨1/r⟩.

Write r = R + s, where s is the distance from the background edge, positive outward. Since f is confined to a surface layer, s is small compared with R, and

1/(R + s) = 1/R − s/R² + s²/R³ − …

Averaging term by term, with d = ⟨s⟩, gives

dμ/dq = 1/R − d/R² + O(1/R³).

To return to whole electrons, use E(1) − E(0) = ∫₀¹ μ(q) dq and E(0) − E(−1) = ∫₀¹ μ(q − 1) dq. Subtracting,

I − A = ∫₀¹ [μ(q) − μ(q − 1)] dq.

If dμ/dq is constant, the bracket equals dμ/dq and so does the integral. It is constant to the order needed: charging produces a surface field of size q/R², which shifts d by an amount of order 1/R² and dμ/dq by order 1/R⁴. Therefore

I − A = 1/R − d/R² + O(1/R³).

The length d is the centroid of the added charge relative to the background edge. To this order the sphere behaves as a classical conductor of radius R + d. Inverting the expansion shows how to estimate d from a computed gap when shell effects are small:

1/(I − A) = R/(1 − d/R + …) = R + d + O(1/R).

For 27 electrons, R = 12.000 bohr and I − A = 2.026 eV, against 1/R = 2.268 eV. For 49 electrons, R = 14.637 bohr and I − A = 1.706 eV, against 1.859 eV. The products (I − A)R are 0.893 and 0.918. The differences 1/(I − A) − R are 1.43 and 1.31 bohr, so the effective radius is larger than R in both cases. These numbers estimate d only roughly. The centroid of half the density difference between anion and cation lies 1.27 and 1.25 bohr outside the background edge, so at these sizes the neglected O(1/R) and shell terms amount to about 0.1 bohr. The two values 1.43 and 1.31 differ by 0.12 bohr. Two small spheres with different open shells cannot show how much of this is a smooth dependence on size and how much is a shell effect.

With d ≈ 1.3 bohr, the estimate for the 80-bohr sphere is lowered by the fraction 1.3/80, about 1.6 percent, from 0.340 to 0.335 eV; d = 1.2 bohr gives the same 0.335 eV. This is an extrapolation, not a self-consistent result for 8000 electrons.

**4. How large is the Kohn-Sham gap?**

The orbital gap at filling M is ε_(M+1) − ε_M, where levels are listed in order and repeated for degeneracy and spin. For a fixed set of levels, the sum over successive fillings telescopes:

Σ_(M=a)^(b−1) (ε_(M+1) − ε_M) = ε_b − ε_a.

The mean gap is thus the energy range divided by the number of electrons that fill it, whatever the bunching of levels within that range. For a narrow range near the Fermi energy E_F it is the mean level spacing δ = dE_F/dN.

In a large sphere at leading order, the electron count with both spins is

N = k_F³V/(3π²), V = 4πR³/3, so N = 4k_F³R³/(9π).

At fixed R, N is proportional to k_F³ and hence to E_F^(3/2). Then dN/dE_F = 3N/(2E_F), and inverting,

δ = 2E_F/(3N).

Inserting E_F = k_F²/2 and the expression for N,

δ = k_F²/(3N) = (k_F²/3) · 9π/(4k_F³R³) = 3π/(4k_F R³).

Relative to the charging gap this is

δ/(1/R) = 3π/(4k_F R²).

The mean orbital gap is two powers of R below the leading charging term and one power below the spill-out correction. For the 80-bohr sphere, E_F = 3.132 eV gives δ = 2 · 3.132/(3 · 8000) eV = 0.261 meV. The ratio to 1/R is 7.7 × 10⁻⁴.

The levels of independent electrons in a hard-walled sphere provide a check. Over fillings from N/2 to 3N/2 at N = 8000, their mean gap is 0.274 meV, about 5 percent above δ. Some of this comes from the wide range: the bulk law E ∝ N^(2/3) gives a mean of

(E_F/N)[(3/2)^(2/3) − (1/2)^(2/3)] = 0.680 E_F/N,

which is 2 percent above 0.667 E_F/N. The remainder is mostly the effect of the wall. The smooth level count of a hard sphere, N = 4x³/(9π) − x²/2 + 4x/(3π) with x = kR, gives a mean gap 5.3 percent above δ over this range, so the wall adds about 3 percent, and level bunching at the ends of the range takes back about 0.4 percent.

A small mean does not make every gap small. A sphere has highly degenerate levels, so 98.5 percent of these fillings have zero gap, while the remaining 1.5 percent, about 120 closed shells, carry the whole sum. The largest gap in the range is 80 meV, or 0.236 of 1/R. For N = 1000 the fraction is 0.233, and for N = 27000 it is 0.167. The largest gap therefore did not shrink relative to 1/R between the first two sizes. "Negligible" is justified for open shells and for the average over filling, not for every closed-shell sphere.

**5. Why the gap must be a derivative discontinuity**

A fractional q describes an average over charge states, for instance when a sphere exchanges electrons with a distant partner. At zero temperature its energy is the lowest average energy of integer states k with probabilities p_k, subject to Σp_k = 1 and Σp_k k = q. The linear term averages to −μ̄q for any choice of probabilities. What remains is to minimize Σp_k k²/(2R).

For every integer, k² ≥ k, with equality for k = 0 and k = 1. Hence Σp_k k² ≥ q, and for 0 ≤ q ≤ 1 the bound is reached by mixing those two states. For −1 ≤ q ≤ 0 the same argument uses k² ≥ −k. Together,

E(q) = E(0) − μ̄q + |q|/(2R), for |q| ≤ 1.

The slope is −μ̄ − 1/(2R) = −I just below the integer and −μ̄ + 1/(2R) = −A just above it. It jumps by 1/R. A direct numerical minimization over charge states for the 80-bohr sphere gives the same jump, 0.3401 eV.

Now compare the two sides of the integer in exact Kohn-Sham theory, with a spin-independent potential. Take N − η and N + η electrons with η → 0⁺, and assume that both densities tend to the same N-electron density; for an open shell this means the angle-averaged one. The density fixes the Kohn-Sham potential up to a constant, so the two potentials can differ in the region of the sphere by a constant, called Δxc.

This constant belongs to exchange and correlation. The external potential is the same on both sides, and the Hartree potential is an integral over the density, which is continuous.

The slope of the energy is the energy of the orbital being filled. Below the integer that is the highest occupied orbital, so ε_HOMO = −I. Above it, the orbital being filled is the lowest unoccupied one, raised by the constant, so ε_LUMO + Δxc = −A. Subtracting the first relation from the second gives

I − A = (ε_LUMO − ε_HOMO) + Δxc.

For an open shell the bracket is zero. Averaged over filling it is of order 1/R³. In these cases, with other shell effects neglected as in section 3,

Δxc = 1/R − d/R² + O(1/R³).

The classical charging energy, which looks like pure electrostatics, thus appears in Kohn-Sham theory as a jump of the exchange-correlation potential. The Hartree energy knows the average density, not that the charge arrives in whole electrons.

For a closed shell, a simple model adds the orbital energies to q²/(2R). Removing an electron then costs an additional −ε_HOMO, and adding one gains −ε_LUMO, so I − A = 1/R + ε_LUMO − ε_HOMO. Comparison with the identity again gives Δxc = 1/R. In this model a shell gap adds to the discontinuity and does not replace it.

**6. What a smooth functional does instead**

The local density approximation depends smoothly on the density and has no such jump. While one shell is being filled, its energy follows a smooth curve through the integer, at leading order

E_s(q) = E(0) − μ̄q + q²/(2R_e), R_e = R + d.

The integer points still give I − A = 1/R_e. Total-energy differences are therefore sensible. Between the integers, however, the curve lies below the straight segments. For 0 ≤ q ≤ 1 the missing energy is

q/(2R_e) − q²/(2R_e) = q(1 − q)/(2R_e).

Its derivative, (1 − 2q)/(2R_e), vanishes at q = 1/2, where the missing energy reaches 1/(8R_e). With R_e replaced by R, this is 0.0425 eV for the 80-bohr sphere.

The orbital energy follows from the slope. When the occupation of the frontier orbital changes, relaxation of the normalized orbitals has no first-order effect, because the energy is stationary with respect to them. What is left is the expectation value of the Kohn-Sham Hamiltonian in that orbital, its eigenvalue. Thus

ε(q) = dE_s/dq = −μ̄ + q/R_e.

At q = 0 this is −μ̄ = −(I + A)/2. The eigenvalue sits midway between −I and −A, and −ε_HOMO falls short of I by 1/(2R_e), half the gap. For 49 electrons, −ε_HOMO = 2.968 eV and (I + A)/2 = 2.974 eV. The shortfall from I is 0.859 eV, against half the gap, 0.853 eV.

At half-integer charge the same line gives −ε(−1/2) = μ̄ + 1/(2R_e) = I and −ε(1/2) = μ̄ − 1/(2R_e) = A. The computed values are 3.826 and 2.119 eV, within 0.002 eV of the I and A obtained from total energies in the same approximation.

The absence of a jump can be seen from energies alone. The difference of the finite slopes on the two sides of q = 0, taken with step h, is

[E_s(h) + E_s(−h) − 2E_s(0)]/h = h/R_e.

It is 1.706 eV for h = 1 and 0.853 eV for h = 1/2. Halving the step halves the difference, as for a parabola. For straight segments it would have stayed at 1.706 eV.

The small departures from the parabola fit together as well. Add a cubic term γq³/6 to E_s. It cancels from I − A, but it changes (I + A)/2 = [E_s(−1) − E_s(1)]/2 to μ̄ − γ/6, while −ε(0) remains μ̄. The difference 2.968 − 2.974 = −0.006 eV therefore equals γ/6, so γ lies between about −0.03 and −0.04 eV, given the rounding of these values. At q = 1/2 the chord lies above the curve by

(1/2)[1/(2R_e) + γ/6] − [1/(8R_e) + γ/48] = 1/(8R_e) + γ/16.

With 1/(8R_e) = 0.2133 eV and γ/16 ≈ −0.002 eV this gives 0.211 eV, in agreement with the computed 0.2112 eV.

**7. Why this is called delocalization error**

Place two identical spheres far apart and add one electron to the pair. The linear term is −μ̄ in any division of the charge. If the electron sits on one sphere, the charging energy is 1/(2R). If a smooth functional puts half on each, it assigns

2 · (1/2)²/(2R) = 1/(4R).

The divided state is too low by 1/(4R), twice the missing energy of one half-charged sphere. With straight segments the divided state costs 2 · (1/2)/(2R) = 1/(2R), the same as the localized one, so the false preference disappears. For two 80-bohr spheres it amounts to 2 · 0.0425 = 0.085 eV.

The error per sphere falls as 1/R, which is why it fades in a large metal particle and matters in a small one. The estimate itself has limits at the small end: when R is comparable with d or with the screening length, the expansion of section 3 has no small parameter. The environment matters too. In a uniform medium of relative permittivity κ that fills all space outside the sphere, the field energy for given charge is divided by κ, and the leading gap becomes 1/(κR). Here κ is the static permittivity if the medium relaxes fully around each charge state, and the high-frequency permittivity if the electron is removed or added suddenly. For a conductor of another shape, R is replaced by its capacitance C in these units, since the charging energy is then q²/(2C).

The numerical output below lists the values for all sphere sizes.

Calculated quantities

```
density parameter r_s = 4.0 bohr
Fermi wave number k_F = 0.4798 1/bohr
Fermi energy E_F = 3.132 eV
Coulomb constant e^2/(4 pi eps0) = 1.4400 eV nm
main sphere: N = 8000, R = 80.00 bohr (= 4.233 nm)
main sphere: charging gap 1/R = 0.3401 eV
main sphere: ensemble slope jump = 0.3401 eV
main sphere: ensemble minus parabola at q=1/2 = 0.0425 eV
hard-wall spheres, fillings from N/2 to 3N/2 at fixed R:
 N = 1000: R = 40.0 bohr, 1/R = 0.6803 eV
  mean gap: levels 2.1866 meV, 2E_F/(3N) 2.0880 meV
  formula spacing / (1/R) = 3.07e-03
  fillings with zero gap = 96.9 percent
  largest gap = 158.51 meV, divided by 1/R = 0.233
 N = 8000: R = 80.0 bohr, 1/R = 0.3401 eV
  mean gap: levels 0.2736 meV, 2E_F/(3N) 0.2610 meV
  formula spacing / (1/R) = 7.67e-04
  fillings with zero gap = 98.5 percent
  largest gap = 80.29 meV, divided by 1/R = 0.236
 N = 27000: R = 120.0 bohr, 1/R = 0.2268 eV
  mean gap: levels 0.0810 meV, 2E_F/(3N) 0.0773 meV
  formula spacing / (1/R) = 3.41e-04
  fillings with zero gap = 99.0 percent
  largest gap = 37.95 meV, divided by 1/R = 0.167
jellium spheres, local density approximation:
 N = 27: R = 12.000 bohr, 1/R = 2.268 eV
  I = 3.896 eV, A = 1.870 eV, I-A = 2.026 eV
  (I-A) R = 0.893, 1/(I-A) - R = 1.43 bohr
  -eps_HOMO = 2.872 eV, (I+A)/2 = 2.883 eV
  I + eps_HOMO = 1.024 eV
 N = 49: R = 14.637 bohr, 1/R = 1.859 eV
  I = 3.827 eV, A = 2.121 eV, I-A = 1.706 eV
  (I-A) R = 0.918, 1/(I-A) - R = 1.31 bohr
  -eps_HOMO = 2.968 eV, (I+A)/2 = 2.974 eV
  I + eps_HOMO = 0.859 eV
N = 49 sphere at half-integer charge:
 slope difference, step 1: 1.706 eV, step 1/2: 0.853 eV
 straight line minus LDA at q=1/2: 0.2112 eV, (I-A)/8 = 0.2133 eV
 -eps_HOMO at q=-1/2: 3.826 eV, at q=+1/2: 2.119 eV
```
